# Isolated-Edge Decomposition of Thick-Mask Near Fields and Its Limiting Spacing

## Two scatterers that can be solved by hand

Let two identical small scatterers be driven by the same incident amplitude $E_0$. Each responds with $t$ times the field that reaches it, and a response $a$ at one produces the field $ga$ at the other. By symmetry both responses are equal, so

$$a=t(E_0+ga),\qquad a(1-tg)=tE_0,\qquad a=\frac{tE_0}{1-tg}.$$

If each scatterer is solved as though the other were absent, the response is $a_{\rm iso}=tE_0$. The missing part, relative to the true response, is

$$\frac{a-a_{\rm iso}}{a}=1-(1-tg)=tg .$$

The approximation therefore omits the field that leaves one scatterer and is scattered again by the other. Because $g$ changes with separation, a tolerance $\tau$ on this relative error gives a limiting separation through $|tg|=\tau$. A different tolerance gives a different limit.

The two edges of a mask feature have the same structure, with operators in place of $t$ and $g$.

## The edge approximation

The mask is uniform along $y$. Glass of index $n_g$ fills $z<0$, the patterned layer fills $0<z<d$, and vacuum lies below. A unit-amplitude plane wave arrives normally from the glass. The field $E$ points along $y$, parallel to the edges, and its time factor is $e^{-i\omega t}$. Lengths are measured in vacuum wavelengths, so $k_0=2\pi$. The materials are nonmagnetic, and $E$ obeys

$$(\partial_x^2+\partial_z^2+k_0^2\varepsilon)E=0 .$$

Both $E$ and $\partial_zE$ are continuous at horizontal interfaces, the latter because it is proportional to the tangential magnetic field.

Let $e(u)$ be the field on the exit plane $z=d$ for one isolated edge, with opening at $u<0$ and absorber at $u>0$. Far from the edge it tends to the uniform-film values $E_o$ (open) and $E_a$ (absorber).

A slit occupies $|x|<w/2$. The signed distance into its right absorber is $x-w/2$, and into its left absorber $-x-w/2$. Adding the two edge fields counts the open background twice, so one copy is removed:

$$E_{\rm slit}^{\rm dec}(x)=e(x-w/2)+e(-x-w/2)-E_o. \tag{1}$$

For an absorber line on $|x|<w/2$, the distances into the absorber are $w/2-x$ and $w/2+x$, and the doubly counted background is the absorber film:

$$E_{\rm line}^{\rm dec}(x)=e(w/2-x)+e(w/2+x)-E_a. \tag{2}$$

As a check of signs, far to the right of the slit the terms in (1) tend to $E_a+E_o-E_o=E_a$. Far to the right of the line, those in (2) tend to $E_o+E_a-E_a=E_o$.

## What the approximation omits

For the slit, take the fully open layer as background. Let $A_0$ be its wave operator, including the radiation conditions, and let $f$ be the source that represents the incident wave. Then $A_0E_0=f$. The two absorber halves add

$$V_{L,R}=k_0^2(\varepsilon_a-1)$$

on their own regions and zero elsewhere. The complete field satisfies

$$(A_0+V_L+V_R)E=f .$$

Write $E=E_0+u_L+u_R$ and assign to each side the field radiated by its own permittivity deviation:

$$A_0u_L=-V_LE,\qquad A_0u_R=-V_RE.$$

These definitions add up to the complete equation. Inserting $E$ in the first and moving $V_Lu_L$ to the left gives

$$(A_0+V_L)u_L=-V_L(E_0+u_R).$$

With $S_L=-(A_0+V_L)^{-1}V_L$, and $S_R$ defined likewise,

$$u_L=S_L(E_0+u_R),\qquad u_R=S_R(E_0+u_L). \tag{3}$$

The operator $S_L$ contains all scattering within the left side. The isolated solutions are $E_L=E_0+S_LE_0$ and $E_R=E_0+S_RE_0$, so the decomposition is $E_L+E_R-E_0$. Its remainder is

$$\begin{aligned}
\mathcal R&=E-E_L-E_R+E_0\\
&=u_L+u_R-S_LE_0-S_RE_0\\
&=S_Lu_R+S_Ru_L. \tag{4}
\end{aligned}$$

The last line follows from (3). Equation (4) is exact whenever the boundary-value problems involved have unique solutions. For a line, the absorber film becomes the background and the two openings become the scatterers; the algebra is unchanged.

Substituting the second equation of (3) into the first gives

$$(1-S_LS_R)u_L=S_L(E_0+S_RE_0). \tag{5}$$

This can be solved without expanding in the number of scatterings. If the expansion is made, it begins

$$\mathcal R=S_LS_RE_0+S_RS_LE_0+\cdots. \tag{6}$$

For weak contrast, replace $V_{L,R}$ by $\eta V_{L,R}$. Then $S_{L,R}=-\eta A_0^{-1}V_{L,R}+O(\eta^2)$. One-edge scattering begins at order $\eta$, and the remainder at order $\eta^2$. Doubling a small contrast should thus multiply them by about 2 and 4. Between $\eta=0.02$ and $\eta=0.04$ the computed factors are 1.90 and 3.68, close to these limiting values; terms of higher order in $\eta$ are still present at these contrasts.

Identity (4) was also tested at full contrast, on a grid model with two absorbers in a periodic cell. The remainder from (4) and (5) agreed with direct solution to a relative difference of $2\times10^{-14}$. In that model the spectral radius of $S_LS_R$ is 0.023, so the multiple-scattering series converges. Yet the two terms in (6) alone miss 19% of the remainder, in the norm over the layer. The next terms contain one further passage between the sides, not a full round trip. The scale $\sqrt{0.023}\approx0.15$ makes such a loss plausible, although a spectral radius does not bound an individual term.

## Coupled-wave equations for an isolated feature

The features are mirror symmetric, so half a cell, $0<x<D$, suffices. Its basis functions have zero slope at both ends:

$$\phi_0=\frac1{\sqrt D},\qquad
\phi_m=\sqrt{\frac2D}\cos\frac{m\pi x}{D}\quad(m\ge1).$$

Without further changes this describes a periodic mask. To isolate a feature, the lateral derivative is replaced near the outer boundary by $s^{-1}\partial_x$, with $s=1+i\sigma(x)$ and $\sigma\ge0$. An outgoing wave then becomes

$$e^{ik\int s\,dx}=e^{ik\int dx}\,e^{-k\int\sigma\,dx},$$

which decays for the chosen time factor. The normally incident wave is constant in $x$ and is unaffected. For a single edge, both ends of the cell are stretched.

Expand $E=\sum_nc_n(z)\phi_n(x)$, multiply the stretched wave equation by $s\phi_m$, and integrate. The lateral term is integrated by parts:

$$\int_0^D\phi_m\partial_x\!\left(\frac{\partial_xE}{s}\right)dx
=-\int_0^D\frac{\phi_m'\,\partial_xE}{s}\,dx .$$

The boundary term vanishes because $\partial_xE=0$ there. Define

$$B_{mn}=\int s\phi_m\phi_n,\quad
M_{mn}=\int s\varepsilon\phi_m\phi_n,\quad
K_{mn}=\int\frac{\phi_m'\phi_n'}s .$$

The result is $Bc''-Kc+k_0^2Mc=0$, or

$$c''=-Qc,\qquad Q=B^{-1}(k_0^2M-K). \tag{7}$$

When $s=1$, $B$ is the identity and (7) is the ordinary coupled-wave equation for this polarization.

A matrix $r$ with $r^2=Q$ must give $e^{irz}$ the meaning of propagation or decay towards positive $z$. The choice is

$$r=e^{i\pi/4}\sqrt{-iQ}, \tag{8}$$

with the principal square root. For an eigenvalue $q^2>0$, the phase of $-iq^2$ is $-\pi/2$; the root has phase $-\pi/4$, and the prefactor restores $+q$. For $-\kappa^2$, the phase of $i\kappa^2$ is $\pi/2$, and the result is $+i\kappa$, which decays. The branch cut lies on the negative imaginary axis of $Q$, away from both cases. The matrix root is computed without inverting a matrix of eigenvectors, since these can be nearly dependent when stretching makes $Q$ non-normal.

## Matching without growing exponentials

Let $r_g$ and $r_v$ be the roots for glass and vacuum. In the glass, the incident coefficients $c_{\rm in}$ travel down and the reflected ones $c_{\rm ref}$ travel up. At $z=0$,

$$c=c_{\rm in}+c_{\rm ref},\qquad
c'=ir_g(c_{\rm in}-c_{\rm ref})=ir_g(2c_{\rm in}-c).$$

In vacuum there is no upward wave, so $c'(d)=ir_vc(d)$. The unit incident wave has $\sqrt D$ as its zeroth coefficient and zero elsewhere.

Inside the layer, set

$$c(z)=e^{irz}a+e^{ir(d-z)}b,\qquad X=e^{ird}.$$

Evanescent parts decay from the face at which each amplitude is defined. At the lower face, $c=Xa+b$ and $c'=ir(Xa-b)$. Matching gives

$$r(Xa-b)=r_v(Xa+b).$$

Collecting $b$ on one side,

$$(r+r_v)b=(r-r_v)Xa,$$

$$b=Fa,\qquad F=(r+r_v)^{-1}(r-r_v)X. \tag{9}$$

At the upper face, $c=a+Xb$ and $c'=ir(a-Xb)$. Hence

$$r(a-Xb)=r_g(2c_{\rm in}-a-Xb).$$

Collecting terms and inserting $b=Fa$,

$$\left[(r+r_g)-(r-r_g)XF\right]a=2r_gc_{\rm in}. \tag{10}$$

After this linear solve, $c(d)=(X+F)a$.

For a uniform film of index $n$, the matrices reduce to numbers, $r=k_0n$, $r_g=k_0n_g$ and $r_v=k_0$. Then $F=X(n-1)/(n+1)$ and $X+F=2nX/(n+1)$. Solving (10) for $a$ and clearing the fraction $1/(n+1)$ gives

$$E_{\rm film}=\frac{4nn_gX}{(n+n_g)(n+1)-(n-n_g)(n-1)X^2}. \tag{11}$$

For an open layer $n=1$, and the magnitude is $2n_g/(n_g+1)$.

## The comparison and its error measures

The procedure is as follows.

1. Solve one isolated edge and store $e(u)$.
2. For each $w$, form (1) or (2) by shifting and reflecting $e$.
3. Solve the complete feature with (7)–(10).
4. Compare the fields, and refine the last crossing of a stated tolerance by root finding.

The main error measure is the rms difference inside the feature, relative to the open-film amplitude:

$$\delta(w)=\frac1{|E_o|}
\left[\frac1w\int_{-w/2}^{w/2}|E-E^{\rm dec}|^2dx\right]^{1/2}. \tag{12}$$

A second measure concerns light sent along the axis. With background $E_b=E_a$ for a slit and $E_b=E_o$ for a line,

$$\delta_0(w)=
\frac{\left|\int_W(E-E^{\rm dec})dx\right|}
{\left|\int_W(E-E_b)dx\right|},\quad
W:\ |x|<\frac w2+1. \tag{13}$$

The finite window makes $\delta_0$ a local diagnostic, not an image calculation.

Let $w_*(\tau)$ be the largest width within the scanned range at which $\delta$ crosses $\tau$. A numerical error $\Delta\delta$ moves this crossing by about

$$\Delta w_*\approx\frac{\Delta\delta}{|d\delta/dw|}, \tag{14}$$

from the linear expansion of $\delta(w)$. A flat error curve therefore gives a less certain limit.

## A model mask

Take $n_g=1.5$, absorber index $n_a=1.5+1.5i$ and $d=0.4$. These are round model parameters. The open amplitude is

$$|E_o|=\frac{2(1.5)}{2.5}=1.2 .$$

For the absorber, $|X|=e^{-2\pi(1.5)(0.4)}\approx0.0231$. The term in $X^2$ in (11) is negligible at this precision, and

$$|E_a|\approx\frac{4(2.121)(1.5)(0.0231)}{(3.354)(2.915)}\approx0.030 .$$

The intensity ratio is $(0.030/1.2)^2=6.25\times10^{-4}$.

Widths from 0.1 to 3 wavelengths were scanned in steps of 0.05. Selected errors, in percent, are:

| Feature | $w/\lambda$ | $\delta$ | thin mask | $\delta_0$ |
|---|---:|---:|---:|---:|
| slit | 0.25 | 21.2 | 95.3 | 166 |
| slit | 0.50 | 11.1 | 78.5 | 20.4 |
| slit | 1.00 | 3.1 | 41.9 | 2.7 |
| slit | 2.00 | 1.1 | 33.0 | 0.5 |
| line | 0.25 | 1.3 | 23.7 | 1.9 |
| line | 0.50 | 0.3 | 14.9 | 1.0 |

The thin-mask column replaces the field inside the feature by its uniform-film value and uses the norm in (12). At one wavelength, edge decomposition reduces the slit error from 42% to 3%. At a quarter wavelength the axial error exceeds the rigorous axial signal itself, so the decomposed slit is unusable for that quantity.

The slit limits are

$$w_*(10\%)=0.53\lambda,\quad
w_*(5\%)=0.73\lambda,\quad
w_*(2\%)=1.48\lambda .$$

For lines, $w_*(5\%)=0.12\lambda$ and $w_*(2\%)=0.20\lambda$. At a chosen wavelength of 193 nm, the 5% limits are 140 nm for the slit and 24 nm for the line, both at mask scale. Each of these five tolerances is crossed once on the scanned grid.

No scanned line exceeds 10%, but this does not make the decomposition safe for arbitrarily narrow lines. As $w\to0$, a line of finite permittivity ceases to scatter and the true field tends to $E_o$, while (2) tends to $2e(0)-E_a$. For a vanishing slit the true field tends to $E_a$, while (1) tends to $2e(0)-E_o$. Both errors have the same limiting magnitude:

$$\delta(0)=\frac{|2e(0)-E_o-E_a|}{|E_o|}
\ge1-2(0.292)-0.025\approx0.39 .$$

The bound uses the computed ratio $|e(0)/E_o|=0.292$. By continuity, the 10% crossing for lines lies below the first scanned width.

## Reading the difference between slits and lines

Equation (4) makes the interaction depend on the disturbance that one side sends to the other. On the exit plane, 3 to 4 wavelengths from an isolated edge, the largest deviation from the film field is 3.8% of $|E_o|$ on the open side and 0.19% on the absorber side. This agrees with the weaker interaction across a line, although the exit plane shows just part of the coupling path.

Direct passage through the absorber cannot explain how slowly the line error falls. From $w=0.25$ to $1.00$, direct passage through the absorber would be reduced by $e^{-2\pi(1.5)(0.75)}\approx8.5\times10^{-4}$. The line error falls from 1.28% to 0.05%, a factor of about 0.04. A plausible explanation, not separately tested, is that light passing through the glass or vacuum around the line dominates at the larger width.

The thin-mask error has a simpler wide-line limit. Let $h(u)=e(u)-E_a$ inside the absorber. If $|h|^2$ is integrable and the two edge regions no longer overlap,

$$\frac1w\int_{-w/2}^{w/2}|E-E_a|^2dx
\approx\frac2w\int_0^\infty|h(u)|^2du .$$

The rms error should then fall as $w^{-1/2}$. Between widths 2 and 3 it falls from 8.08% to 6.57%, a ratio of 0.813; the prediction is $\sqrt{2/3}=0.816$. Thin-mask theory thus improves slowly, because its error near each edge remains while the feature grows.

## Numerical error and range of use

Independent solutions of a periodic mask on two grids, extrapolated to zero grid step, reproduced the two lowest coupled-wave amplitudes within $3.3\times10^{-5}$ of the incident amplitude. For isolated features, changing the basis density, cell size and absorbing boundaries together changed $\delta$ by at most 0.012 percentage points in the cases compared. This indicates the size of the numerical error but does not bound it. The error is larger for narrow features. Fully converged, the slit value of $\delta$ is higher by about 0.06 percentage points at $w=0.25$ and 0.03 at $w=0.5$, and at $w=0.25$ the last digit quoted in the table is uncertain for both slit and line.

Near the 2% slit limit, the error falls from 2.00% at 1.479 to 1.94% at 1.50 wavelengths, a slope of about 3 percentage points per wavelength. Equation (14) gives

$$\Delta w_*\approx\frac{0.012}{3}\lambda=0.004\lambda ,$$

which supports the two decimals quoted for this limit. The same estimate means that line errors of 0.01–0.03%, found at widths of 1.5 wavelengths and above, are not resolved well enough to establish a decay law.

Isolation matters as well. Replacing the stretched boundary by a large ordinary periodic cell changed the field of a one-wavelength line by 0.27% of $|E_o|$, as an rms value over $|x|<1.5$. This window reaches one wavelength beyond each edge, so the number cannot be compared directly with the interaction error of about 0.05%, which is taken inside the line. It does show that fields from neighbouring periods are still present. An ordinary cell would have to be checked inside the line before it could be used to measure so small an error.

The limiting widths belong to this layer, polarization, incidence and error norm. In a dense grating each edge also receives fields from edges beyond its nearest partner, so the isolated-feature limits cannot be carried over without a new comparison. Oblique incidence changes the phases at the two edges. For the other polarization, the normal electric field jumps at vertical walls, and both the edge solution and the coupled-wave equations must be rederived. The full set of computed values is in the numerical output below.

## Calculated quantities

```
Layer thickness: 0.400 wavelengths
Glass index: 1.500; absorber index: 1.500+1.500i
Open exit amplitude: 1.20000 (incident amplitude = 1)
Absorber exit amplitude: 0.03000 (incident amplitude = 1)
Absorber/open intensity ratio: 0.000625
Field amplitude at isolated edge / open: 0.2924
Edge tail, open side 0.5-1.5 wavelengths, maximum/open: 0.2514
Edge tail, open side 3-4 wavelengths, maximum/open: 0.0377
Edge tail, absorber side 3-4 wavelengths, maximum/open: 0.0019
Periodic test: period 1.5, slit 0.5 wavelengths
Cosine order 0: |coupled wave| 0.29851, |grid limit| 0.29852
Cosine order 1: |coupled wave| 0.38668, |grid limit| 0.38670
Largest complex order difference: 3.33e-05
Remainder identity relative difference: 1.84e-14
Two-scatterer round-trip spectral radius: 0.0230
Double scattering alone, relative remainder error: 0.1939
Contrast doubled: edge response ratio 1.901
Contrast doubled: interaction ratio 3.678
Stretched/plain cell rms difference/open, slit: 4.35e-04
Stretched/plain cell rms difference/open, line: 2.72e-03
Largest error change on refinement: 1.24e-04 (fraction of open amplitude)
Errors in percent: edge rms, thin-mask rms, windowed on-axis
slit, width 0.25 wavelengths: 21.20, 95.30, 166.25 %
slit, width 0.50 wavelengths: 11.10, 78.47, 20.41 %
slit, width 1.00 wavelengths: 3.07, 41.93, 2.71 %
slit, width 1.50 wavelengths: 1.94, 42.91, 1.29 %
slit, width 2.00 wavelengths: 1.07, 32.97, 0.54 %
slit, width 3.00 wavelengths: 0.54, 27.77, 0.21 %
line, width 0.25 wavelengths: 1.28, 23.65, 1.92 %
line, width 0.50 wavelengths: 0.30, 14.93, 1.00 %
line, width 1.00 wavelengths: 0.05, 11.58, 0.26 %
line, width 1.50 wavelengths: 0.03, 9.13, 0.09 %
line, width 2.00 wavelengths: 0.02, 8.08, 0.06 %
line, width 3.00 wavelengths: 0.01, 6.57, 0.03 %
slit, 10% last crossing: 0.528 wavelengths; crossings 1
slit, 5% last crossing: 0.725 wavelengths; crossings 1
slit, 2% last crossing: 1.479 wavelengths; crossings 1
line, 10% last crossing: no scanned width exceeds tolerance; crossings 0
line, 5% last crossing: 0.123 wavelengths; crossings 1
line, 2% last crossing: 0.201 wavelengths; crossings 1
Chosen wavelength for conversion: 193.0 nm
slit, 5% limiting width: 139.8 nm
line, 5% limiting width: 23.7 nm
```
